# Negative piezoelectricity and the inverted strain butterfly in hafnia films

An upside-down strain loop can be mistaken for a sign error in the displacement signal, such as a reversed detector polarity. If the data are then flipped to look normal, the film receives a piezoelectric coefficient of the wrong sign. An actuator designed with that number moves opposite to the intended direction, and a stress calculation for a capacitor stack has the film pushing where it pulls. The inverted loop can be a true property of the film. It can also be imitated, so its origin has to be established.

## What happens

Let the polarization $P$ lie along the film normal, up or down, and reverse by 180 degrees. The field $E$ is the voltage divided by the undeformed thickness, positive upward. The thickness strain $S$ is measured from the non-polar state, and $\Delta S$ from the strain at zero field in the polarized state.

The longitudinal coefficient $d$ is the slope of strain against the field component along the polarization, $E_\parallel$, taken at zero field. This component is $+E$ for an upward polarization and $-E$ for a downward one. With $d<0$ the cycle runs as follows.

- A field parallel to $P$ makes the film thinner.
- An opposing field makes it thicker until $P$ reverses.
- After reversal the same field is parallel to the new polarization, and the strain drops onto the contracting branch.

Plotted against $E$, the loop has peaks near the two coercive fields and tails that point down. For $d>0$ it has valleys there and tails that point up.

## Why the sign of the coefficient turns the loop over

The film is held in-plane by its substrate and is free to change thickness. Its energy per undeformed volume, for uniform polarization, is taken as

$$G=\tfrac12 aP^2+\tfrac14 b_0P^4+\tfrac12 CS^2-CQSP^2-EP ,\qquad a<0 .$$

Here $C=c_{33}$ is the stiffness against thickness change at fixed in-plane dimensions, and $Q$ is the electrostrictive coefficient of the clamped film. The sign of $Q$ is an input: this model does not derive it from the atomic structure.

No normal stress acts on the free surface, so $\partial G/\partial S=CS-CQP^2=0$, and

$$S=QP^2 .$$

Putting this back, the two strain terms give $\tfrac12CQ^2P^4-CQ^2P^4=-\tfrac12CQ^2P^4$. The quartic term becomes $\tfrac14bP^4$ with $b=b_0-2CQ^2$, assumed positive. Equilibrium in $P$ then requires

$$E=aP+bP^3 .$$

At zero field the polar solutions are $P=\pm P_r$ with $P_r^2=|a|/b$. Strain depends on $P^2$, so both have the same strain $QP_r^2$.

Now take the direction of $P$ as positive, so that $E$ becomes $E_\parallel$. Differentiating the equation of state gives $dE_\parallel/dP=a+3bP^2$, and by the chain rule

$$\frac{dS}{dE_\parallel}=2QP\,\frac{dP}{dE_\parallel}=\frac{2QP}{a+3bP^2}.$$

A state is stable only if the denominator, the curvature of the energy in $P$, is positive. Along the whole stable branch the slope therefore has the sign of $Q$. A parallel field lengthens the polarization and an opposing field shortens it. With $Q<0$, a longer $P$ means a thinner film and a shorter $P$ a thicker one.

At zero field $a+3bP_r^2=-|a|+3|a|=2|a|$, so

$$d=\frac{2QP_r}{2|a|}=\frac{QP_r}{|a|}.$$

**Where the expansion ends.** The branch ends where $a+3bP^2=0$, at $P=P_r/\sqrt3$. There $bP^2=|a|/3$, and

$$E_\parallel=P(-|a|+bP^2)=-\frac{2|a|P_r}{3\sqrt3}\equiv-E_c .$$

To find the state reached after reversal at this field, write $p=P/P_r$. The equation of state becomes

$$p^3-p+\frac{2}{3\sqrt3}=\left(p-\frac1{\sqrt3}\right)^2\left(p+\frac2{\sqrt3}\right)=0 .$$

The new polarization is $-2P_r/\sqrt3$. Measured from the zero-field strain, the strain just before and just after reversal is

$$\Delta S_{\rm before}=QP_r^2\left(\tfrac13-1\right)=+\tfrac23|Q|P_r^2,\qquad
\Delta S_{\rm after}=QP_r^2\left(\tfrac43-1\right)=-\tfrac13|Q|P_r^2 .$$

The drop is $|Q|P_r^2$. The film passes from expansion to contraction because the new polarization is longer than $P_r$, while the old one had become shorter.

**Why the loop is a mirror image.** Change the signs of $S$ and $Q$ together, holding $a$, $b_0$ and $C$ fixed. Both strain terms in $G$ keep their values. Each polarization history is thus unchanged, while every strain changes sign. Within this model, reversing $Q$ leaves the polarization loop alone and turns the loop of $\Delta S$ upside down.

**Curvature is not enough.** A non-polar film has $a>0$. At small field $P\approx E/a$ and $S\approx QE^2/a^2$, so with $Q<0$ it contracts for both field directions. Downward tails without expansion before reversal do not establish a negative $d$.

## How large the effect is

Take a 10 nm film with $P_r=20$ uC/cm2, $E_c=1.2$ MV/cm, $Q=-0.025$ m$^4$/C$^2$ and $C=380$ GPa. In SI units $P_r=0.20$ C/m$^2$ and $E_c=1.2\times10^8$ V/m, so

$$|a|=\frac{3\sqrt3\,E_c}{2P_r}=1.559\times10^9\ {\rm V\,m/C},$$

$$d=\frac{-0.025\times0.20}{1.559\times10^9}=-3.21\times10^{-12}\ {\rm m/V}=-3.21\ {\rm pm/V}.$$

The strain scale is $|Q|P_r^2=0.025\times0.04=0.10\%$. Before reversal the film should expand by two thirds of this, 0.067% or 6.7 pm. This figure assumes that reversal waits for the end of the uniform branch, where the response diverges. A real film reverses by nucleation before that point, and for the same $d$ and $E_c$ its expansion is then closer to $|d|E_c=0.038\%$. Just after reversal it should be 3.3 pm thinner than at zero field.

The numerical output follows the energy minimum through a full cycle. For a falling field, starting from upward polarization:

| $E$ (MV/cm) | $\Delta S$ (%) |
|---:|---:|
| 3.0 | −0.073 |
| 1.0 | −0.028 |
| 0 | 0 |
| −1.0 | +0.042 |
| −1.3 | −0.036 |
| −3.0 | −0.073 |

The linear estimate at 1 MV/cm is 0.032% in size. The calculated contraction is smaller and the expansion larger. The slope formula explains this: the derivative of $P/(a+3bP^2)$ with respect to $P$ has the numerator $a-3bP^2$, which is negative. The response weakens as a parallel field lengthens $P$ and strengthens as an opposing field shortens it.

At 3 MV/cm the film is 7.3 pm thinner than at zero field. With $Q$ reversed it is 7.3 pm thicker. In this uniform model a sweep confined to 1 MV/cm, below $E_c$, retraces a single curve and shows no butterfly. In a film with a spread of coercive fields, some grains can already reverse in such a sweep and open the loop.

The non-polar comparison, with $|a|$ and $b$ kept, contracts by 0.044% at either end of its sweep.

## What can change or imitate the sign

**In-plane clamping.** Tables list $d_{33}$ and $d_{31}$ for a free crystal, but a film cannot change its in-plane size. Stress arises from the difference between the actual strain and the strain the free crystal would adopt. With zero in-plane strain and equal response along both in-plane axes, the normal stress is

$$T_3=-2c_{13}d_{31}E_\parallel+c_{33}(S_3-d_{33}E_\parallel)=0 ,$$

where $S_3$ is the field-induced thickness strain. Hence

$$d_{\rm film}=d_{33}+2\frac{c_{13}}{c_{33}}d_{31}.$$

For $d_{33}=-3$ pm/V, $c_{13}=110$ GPa and $c_{33}=380$ GPa, the sign flips once $d_{31}$ exceeds $3\times380/220=5.2$ pm/V. At $d_{31}=7$ pm/V the film has $d_{\rm film}=+1.05$ pm/V and an upright loop, although $d_{33}$ is negative. The loop reports the clamped coefficient.

**A spread of coercive fields.** Suppose that many independent grains share one $d$ and respond linearly. Let $p$ be the fraction still in the original direction minus the fraction reversed. In an opposing field of size $E$ the mean strain is $|d|Ep(E)$, with its maximum where $p+E\,dp/dE=0$.

For a normal distribution with mean 1.2 MV/cm and standard deviation 0.2 MV/cm, the maximum lies at 0.87 MV/cm and reaches 0.025%. Expansion then gives way to contraction gradually. The peak marks the onset of substantial reversal, and its field should not be quoted as the mean coercive field.

**Attraction of the electrodes.** An ordinary dielectric of thickness $t$ at fixed voltage $V$ has energy $-\varepsilon V^2/(2t)$ per area. Its derivative with respect to $t$ gives a compressive pressure $\varepsilon E^2/2$, and hence a contraction $\varepsilon E^2/(2C)$ for either field sign. With the film's zero-field relative permittivity of 37 this is 0.004% at 3 MV/cm, about 5% of the calculated contraction there. The film's permittivity is lower at that field, so the figure is an overestimate. In a polarized film there can also be a part linear in the field, which depends on how the polarization responds to a change of thickness. If the total dipole moment stays fixed, the pressure is about $P_rE_\parallel$ and contributes about $-P_r/C=-0.5$ pm/V to the coefficient whatever the sign of $Q$. At 3 MV/cm that amounts to a contraction of about 0.02%. If the charge per area stays fixed, as in the energy $G$ above, this part is absent; $G$ then also counts the polarization part of the quadratic term in $Q$, and only the vacuum part $\varepsilon_0E^2/(2C)$, 0.0001% at 3 MV/cm, is left out. A measured $d$ already includes whatever part is present. Attraction therefore spoils the exact mirror symmetry, but it is too small to decide the sign here.

**Reorientation by 90 degrees.** The polar axis of ferroelectric hafnia is shorter than its longest axis by 3 to 4%. If a grain turns so that the polar axis replaces the long axis along the normal, the film becomes thinner whatever the sign of $d$. If an opposing field turns the polar axis out of the normal and the long axis takes its place, the film becomes thicker. If in-plane clamping of the turned grains is ignored, a turned volume fraction of about $0.07/3.5$, or roughly 2%, matches the whole expansion before reversal in size.

**Motion of the substrate surface.** An instrument that follows only the top surface also records how the substrate deforms. Let $e_{31f}$ be the size of the in-plane film stress per unit field. The film pushes or pulls on the substrate at each electrode edge with a force per length $e_{31f}Et$.

For a long strip electrode, much wider than the film is thick but much narrower than the wafer is thick, the substrate is an elastic half-space. Let $z$ point into it, and apply a tangential surface traction $\tau\cos x$, with lengths in units of the inverse wave number. A decaying solution has the form

$$u_x=(A+Bz)e^{-z}\cos x,\qquad u_z=(F+Dz)e^{-z}\sin x .$$

With shear modulus $\mu$ and Poisson ratio $\nu$, force balance inside the solid gives $D=-B$ and $A+F=-(3-4\nu)B$. Zero normal stress at the surface gives $F=-(1-2\nu)B$, and therefore $A=-2(1-\nu)B$. The shear condition is $\mu(B-A+F)=2\mu B=-\tau$. Using $2\mu=Y/(1+\nu)$, with $Y$ Young's modulus, the surface slope has amplitude

$$F=\frac{(1-2\nu)(1+\nu)}{Y}\,\tau .$$

In physical units the slope does not depend on the wave number, so it follows any traction pattern point by point. Integrating across one edge gives a step between the surface under the electrode and the surface outside:

$$|u|=\frac{(1-2\nu)(1+\nu)}{Y}\,e_{31f}Et .$$

Positive $F$ means that the surface steps down ahead of the force. A film that tries to widen pushes outward at both edges, so the substrate under it stands higher than its surroundings. A film that tries to shrink in-plane leaves it lower.

For $Y=160$ GPa, $\nu=0.22$ and an assumed $e_{31f}=0.5$ C/m$^2$, the step at 1 MV/cm is

$$\frac{0.56\times1.22}{1.6\times10^{11}}\times0.5\times10^8\times10^{-8}=2.1\times10^{-12}\ {\rm m}=2.1\ {\rm pm}.$$

The film's own linear thickness change is 3.2 pm. The two become equal at $e_{31f}=0.75$ C/m$^2$. If a parallel field makes the film try to widen while it thins, a larger $e_{31f}$ moves the top surface up, and the recorded small-signal response looks positive although $d_{\rm film}$ is negative. Both displacements scale with $Et$, so changing the film thickness at fixed field does not separate them.

## Beside real hafnia films

The chosen $P_r$ and $E_c$, and the resulting permittivity, are in the rough range of ferroelectric hafnia capacitors. The value of $Q$ was chosen to give a coefficient of a few pm/V; both signs have been reported for hafnia films. The largest field is 0.75 of an assumed rough breakdown field of 4 MV/cm, which is a severe drive for repeated cycling.

Polycrystalline films break the assumption of uniform reversal. In the grain estimate above, this moves the expansion peak from 1.2 to 0.87 MV/cm. The model does not predict the coercive field, which was put in.

## What to do about it

1. Fix the sign of the displacement signal first. Check its polarity with a reference sample of established sign, mounted and wired in the same way. Record also which electrode is positive, but note that swapping the drive leads only replaces $E$ by $-E$. This maps the symmetric strain loop onto itself and cannot turn it over.
2. Pole the film in one direction and measure the strain slope around zero field, well below the onset of reversal. Repeat after poling the other way. In fixed axes a piezoelectric slope changes sign, whereas an effect proportional to $E^2$ has no slope at zero field. A built-in field gives such an effect a slope at zero applied voltage, but this slope keeps its sign after opposite poling if the built-in field stays the same.
3. Look for expansion before reversal as well as downward tails. The tails alone can come from a non-polar film or from electrode attraction. Turns by 90 degrees can imitate both features, even with a positive $d$, so they have to be checked separately. Diffraction under field can reveal them through changes in the relative intensities of the reflections.
4. Account for the substrate. Its displacement is linear in field and reverses with the polarization if the in-plane stress does, so step 2 does not remove it. Determine $e_{31f}$ separately, for instance from wafer bending, and correct the surface motion with its sign. The step formula above applies only to an electrode much narrower than the wafer is thick, and it gives the height relative to the surface next to the electrode. On a wafer that is free to bend, the bending must be included whenever the reference lies farther away, even for a narrow electrode. A long strip of width $w$ on a wafer of thickness $h$, supported at a distance $L$ on either side, moves in addition by about $3(1-\nu^2)e_{31f}Et\,wL/(Yh^2)$, in the same direction as the step. For $h=10w$ and $L=200w$ this is about 18 pm against the step of 2.1 pm. It is negligible only if $wL\ll h^2$ or the wafer is bonded to a rigid base. Alternatively, measure the lattice spacing along the normal by diffraction under field, which does not respond to a rigid shift of the film.
5. Report the result as the coefficient of the clamped film. Converting it to a free-crystal $d_{33}$ requires the elastic constants and the in-plane coefficients. If the two in-plane axes are equivalent, $d_{31}$ is enough. If they differ, as in an orthorhombic hafnia crystal, $d_{32}$ is needed as well.

## Computed results

```
Film thickness: 10.0 nm
Remanent polarization Pr: 20.0 uC/cm2
Coercive field Ec: 1.20 MV/cm
Largest drive field: 3.00 MV/cm
Electrostriction Q: -0.0250 m^4/C^2
Stiffness c33: 380 GPa
Landau a: -1.5588e+09 V m/C
Landau b: 3.8971e+10 V m^5/C^3
Relative permittivity at zero field: 37.2
d from formula: -3.208 pm/V
d from slope of relaxed loop: -3.208 pm/V
Zero-field strain relative to non-polar state: -0.1000 %
Falling sweep: field MV/cm, P uC/cm2, strain change from zero field %
   3.00    26.32   -0.0731
   2.00    24.66   -0.0520
   1.00    22.66   -0.0283
   0.00    20.00   -0.0000
  -0.50    18.15    0.0177
  -1.00    15.21    0.0422
  -1.10    14.17    0.0498
  -1.30   -23.31   -0.0358
  -2.00   -24.66   -0.0520
  -3.00   -26.32   -0.0731
P just before reversal: 11.58 uC/cm2
P just after reversal: -23.09 uC/cm2
Strain change just before reversal: 0.0665 %
Strain change just after reversal: -0.0333 %
Thickness change just before reversal: 6.65 pm
Thickness change just after reversal: -3.33 pm
Thickness change at largest field: -7.31 pm
Same with Q reversed, largest field: 7.31 pm
Non-polar film, strain at +largest field: -0.0444 %
Non-polar film, strain at -largest field: -0.0440 %
Clamping: c11, c12, c13: 400, 130, 110 GPa
Clamping: free d33 tried: -3.00 pm/V
Clamping: d31 above which the film sign flips: 5.18 pm/V
Clamping: film d for d31 = 7.0 pm/V: 1.05 pm/V
Grains: standard deviation of Ec: 0.20 MV/cm
Grains: opposing field of largest expansion: 0.871 MV/cm
Grains: largest mean expansion: 0.0251 %
Electrode attraction, contraction at largest field: 0.00390 %
Electrode attraction, contraction at Ec: 0.00062 %
Rough axis difference for 90-degree turns: 4.0 %
Turned fraction matching the expansion: 1.66 %
Rough breakdown field: 4.0 MV/cm
Largest field over breakdown field: 0.75
Substrate Young modulus, Poisson ratio: 160 GPa, 0.22
Assumed size of in-plane coefficient e31f: 0.50 C/m2
Substrate surface displacement at 1 MV/cm: 2.14 pm
Film thickness change at 1 MV/cm, linear: 3.21 pm
Size of e31f at which the two are equal: 0.75 C/m2
```
